# Ghost-function lowering of the hydrogen atom energy in STO-3G: a numerical check

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""Hydrogen atom in STO-3G with a ghost STO-3G function at distance R.

Result under test: the ghost lowers the one-function energy E0 by
    delta = W^2 / (D/2 + sqrt(D^2/4 + W^2)),
    W = (H_AB - S*E0)/sqrt(1-S^2),
    D = (H_BB - 2*S*H_AB + S^2*E0)/(1-S^2) - E0,
which vanishes for R -> 0 and R -> infinity and has one maximum between.
A: function on the proton; B: ghost function; S: their overlap;
H: kinetic energy plus attraction to the proton at A only.
W: coupling of A to the part of B orthogonal to A; D: their energy gap.
Hartree atomic units are used throughout.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import erf
from scipy.constants import physical_constants
from pyscf import gto

sto3g = gto.basis.load('sto-3g', 'H')
table = np.array(sto3g[0][1:], dtype=float)
expo, contraction = table[:, 0], table[:, 1]
a, b = expo[:, None], expo[None, :]
p = a + b
mu = a * b / p
coef = contraction * (2 * expo / np.pi) ** 0.75
coef = coef / np.sqrt(coef @ ((np.pi / p) ** 1.5) @ coef)
weight = np.outer(coef, coef)


def boys0(x):
    x = np.asarray(x, dtype=float)
    safe = np.where(x < 1e-12, 1.0, x)
    return np.where(x < 1e-12, 1 - x / 3,
                    0.5 * np.sqrt(np.pi / safe) * erf(np.sqrt(safe)))


def two_centre(R):
    """Overlap, kinetic and attraction AB elements; attraction BB element."""
    damp = np.exp(-mu * R**2)
    s = (np.pi / p) ** 1.5 * damp
    kin = mu * (3 - 2 * mu * R**2) * s
    att = -2 * np.pi / p * damp * boys0(p * (b * R / p) ** 2)
    att_bb = -2 * np.pi / p * boys0(p * R**2)
    return [float(np.sum(weight * x)) for x in (s, kin, att, att_bb)]


_, T0, V0, _ = two_centre(0.0)
E0 = T0 + V0


def ghost(R):
    """Return S, H_AB, H_BB, W, D, delta."""
    S, kin, att, att_bb = two_centre(R)
    hab, hbb = kin + att, T0 + att_bb
    q = 1 - S**2
    W = (hab - S * E0) / np.sqrt(q)
    D = (hbb - 2 * S * hab + S**2 * E0) / q - E0
    return S, hab, hbb, W, D, W**2 / (D / 2 + np.sqrt(D**2 / 4 + W**2))


def lowering(R):
    return ghost(R)[5]


def library_energy(R, atom_basis=sto3g):
    """Lowest energy from library integrals, with the proton at A only."""
    mol = gto.M(atom=[['H1', (0, 0, 0)], ['H2', (0, 0, R)]], unit='Bohr',
                basis={'H1': atom_basis, 'H2': sto3g}, verbose=0)
    with mol.with_rinv_origin((0, 0, 0)):
        h = mol.intor('int1e_kin') - mol.intor('int1e_rinv')
    s = mol.intor('int1e_ovlp')
    n = mol.nao - 1
    alone = eigh(h[:n, :n], s[:n, :n], eigvals_only=True)[0]
    val, vec = eigh(h, s)
    return alone, val[0], vec[:, 0]


# Two-centre integrals against quadrature of their definitions.
R_test = 1.5
x, wx = np.polynomial.legendre.leggauss(240)
r, wr = 8 * (x + 1), 8 * wx
u, wu = np.polynomial.legendre.leggauss(100)
rr, uu = r[:, None], u[None, :]
volume = 2 * np.pi * rr**2 * wr[:, None] * wu[None, :]
rb2 = rr**2 + R_test**2 - 2 * rr * R_test * uu
phi_a = sum(c * np.exp(-e * rr**2) for c, e in zip(coef, expo))
phi_b = sum(c * np.exp(-e * rb2) for c, e in zip(coef, expo))
slope_a = sum(-2 * e * c * np.exp(-e * rr**2) for c, e in zip(coef, expo))
slope_b = sum(-2 * e * c * np.exp(-e * rb2) for c, e in zip(coef, expo))
numeric = [np.sum(volume * phi_a * phi_b),
           0.5 * np.sum(volume * slope_a * slope_b
                        * (rr**2 - R_test * rr * uu)),
           -np.sum(volume * phi_a * phi_b / rr),
           -np.sum(volume * phi_b**2 / rr)]
# The 1/r kink of the angular average at r = R does not arise for smooth
# functions about A, so the quadrature converges rapidly.
quad_error = np.max(np.abs(np.array(numeric) - two_centre(R_test)))
assert quad_error < 1e-7

# Lowering formula against diagonalization with library integrals.
diag_error = 0.0
for R in (0.3, 0.8, 1.4, 2.5, 4.0, 6.0):
    alone, together, _ = library_energy(R)
    diag_error = max(diag_error, abs(alone - together - lowering(R)),
                     abs(alone - E0))
assert diag_error < 1e-8

# One maximum in the scanned range, then its precise position.
grid = np.arange(0.05, 10.001, 0.05)
values = np.array([lowering(R) for R in grid])
peaks = np.where((values[1:-1] > values[:-2])
                 & (values[1:-1] > values[2:]))[0] + 1
assert len(peaks) == 1
R_peak = grid[peaks[0]]
opts = {'xatol': 1e-8}
R_max = minimize_scalar(lambda R: -lowering(R), method='bounded',
                        bounds=(R_peak - 0.1, R_peak + 0.1), options=opts).x
R_library = minimize_scalar(lambda R: library_energy(R)[1], method='bounded',
                            bounds=(0.3, 4.0), options=opts).x
assert abs(R_max - R_library) < 1e-4
S, hab, hbb, W, D, d_max = ghost(R_max)
assert 0 < d_max < E0 + 0.5

# The coupling peaks closer in; the falling gap shifts the maximum outward.
couplings = np.array([abs(ghost(R)[3]) for R in grid])
R_w = grid[np.argmax(couplings)]
assert R_w < R_max
assert ghost(R_w)[4] > D

# Small-R law from one-centre sums against the two-centre calculation.
s0 = (np.pi / p) ** 1.5
T_squared = np.sum(weight * 15 * mu**2 * s0)
inv_r_T = np.sum(weight * 2 * np.pi / p * (3 * b - 2 * b**2 / p))
m = T_squared - inv_r_T - E0 * T0
p_energy = (T_squared / T0
            - np.sum(weight * 8 * np.pi * a * b / p**2) / (2 * T0))
D0 = p_energy - E0
small_coef = m**2 / (6 * T0 * D0)
small_numeric = lowering(0.02) / 0.02**2
# The neglected terms are of relative order R^2 times the largest exponent.
assert abs(small_numeric / small_coef - 1) < 0.01

# A nearly complete s basis on the proton makes the same ghost almost useless.
big_s = [[0, [0.03 * 2.5**k, 1.0]] for k in range(12)]
big_runs = [library_energy(R, big_s) for R in np.arange(0.5, 6.01, 0.25)]
E_big = big_runs[0][0]
big_max = max(run[0] - run[1] for run in big_runs)
assert min(run[1] for run in big_runs) > -0.5 - 1e-9
assert big_max < 0.02 * d_max

vec = library_energy(R_max)[2]
vec = vec * np.sign(vec[0])
hartree_ev = physical_constants['Hartree energy in eV'][0]
bohr_angstrom = physical_constants['Bohr radius'][0] * 1e10

print("STO-3G hydrogen: exponent (bohr^-2), contraction coefficient")
for e, c in zip(expo, contraction):
    print(f"  {e:.8f}  {c:.8f}")
print(f"Kinetic energy T0 = {T0:.6f} hartree")
print(f"Attraction V0 = {V0:.6f} hartree")
print(f"Energy without ghost E0 = {E0:.6f} hartree")
print(f"Basis error E0 + 1/2 = {E0 + 0.5:.6f} hartree")
print("R (bohr), S, W (hartree), D (hartree), delta (millihartree)")
for R in (0.25, 0.5, 1.0, 1.4, 2.0, 3.0, 4.0, 6.0, 8.0):
    q = ghost(R)
    print(f"  {R:4.2f} {q[0]:.5f} {q[3]:.6f} {q[4]:.5f} {1000*q[5]:.5f}")
print(f"Scan: {grid[0]:.2f} to {grid[-1]:.2f} bohr, step 0.05 bohr")
print(f"Number of maxima in scan = {len(peaks)}")
print(f"R at maximum = {R_max:.4f} bohr = {R_max*bohr_angstrom:.4f} angstrom")
print(f"R at maximum, library integrals = {R_library:.4f} bohr")
print(f"At maximum: S = {S:.6f}")
print(f"At maximum: H_AB = {hab:.6f} hartree")
print(f"At maximum: H_BB = {hbb:.6f} hartree")
print(f"At maximum: W = {W:.6f} hartree")
print(f"At maximum: D = {D:.6f} hartree")
print(f"At maximum: W^2/D = {1000*W**2/D:.4f} millihartree")
print(f"Maximal lowering = {1000*d_max:.4f} millihartree"
      f" = {d_max*hartree_ev:.4f} eV")
print(f"Energy at maximum lowering = {E0-d_max:.6f} hartree")
print(f"Share of basis error removed = {100*d_max/(E0+0.5):.2f} percent")
print(f"Mixing coefficients: atom {vec[0]:.5f}, ghost {vec[1]:.5f}")
print(f"R of largest |W| on scan = {R_w:.2f} bohr")
print(f"|W| and D there = {max(couplings):.6f}, {ghost(R_w)[4]:.5f} hartree")
print(f"Small R: <T^2> = {T_squared:.5f} hartree^2")
print(f"Small R: <(1/r)T> = {inv_r_T:.5f} hartree^2")
print(f"Small R: m = {m:.5f} hartree^2, D0 = {D0:.5f} hartree")
print(f"Small R: delta/R^2 formula = {small_coef:.6f} hartree/bohr^2")
print(f"Small R: delta/R^2 at 0.02 bohr = {small_numeric:.6f} hartree/bohr^2")
print(f"12 s functions on proton: energy = {E_big:.7f} hartree")
print(f"12 s functions: largest ghost lowering, R from 0.5 to 6 bohr"
      f" = {1000*big_max:.5f} millihartree")
print(f"Largest quadrature difference = {quad_error:.1e} atomic units")
print(f"Largest diagonalization difference = {diag_error:.1e} hartree")
print("all assertions hold")
```

It prints:

```
STO-3G hydrogen: exponent (bohr^-2), contraction coefficient
  3.42525091  0.15432897
  0.62391373  0.53532814
  0.16885540  0.44463454
Kinetic energy T0 = 0.760032 hartree
Attraction V0 = -1.226614 hartree
Energy without ghost E0 = -0.466582 hartree
Basis error E0 + 1/2 = 0.033418 hartree
R (bohr), S, W (hartree), D (hartree), delta (millihartree)
  0.25 0.98442 -0.032146 1.92619 0.53634
  0.50 0.94053 -0.058423 1.73915 1.96042
  1.00 0.79659 -0.076558 1.33656 4.37095
  1.40 0.65932 -0.070939 1.13766 4.40639
  2.00 0.46278 -0.060044 1.00287 3.58221
  3.00 0.22619 -0.034319 0.95835 1.22740
  4.00 0.09813 -0.017146 0.98954 0.29701
  6.00 0.01253 -0.003947 1.06021 0.01469
  8.00 0.00096 -0.000523 1.10162 0.00025
Scan: 0.05 to 10.00 bohr, step 0.05 bohr
Number of maxima in scan = 1
R at maximum = 1.1822 bohr = 0.6256 angstrom
R at maximum, library integrals = 1.1822 bohr
At maximum: S = 0.734774
At maximum: H_AB = -0.393441 hartree
At maximum: H_BB = 0.025422 hartree
At maximum: W = -0.074610 hartree
At maximum: D = 1.230964 hartree
At maximum: W^2/D = 4.5222 millihartree
Maximal lowering = 4.5057 millihartree = 0.1226 eV
Energy at maximum lowering = -0.471088 hartree
Share of basis error removed = 13.48 percent
Mixing coefficients: atom 0.93288, ghost 0.08887
R of largest |W| on scan = 0.95 bohr
|W| and D there = 0.076623, 1.37024 hartree
Small R: <T^2> = 2.01906 hartree^2
Small R: <(1/r)T> = 2.09135 hartree^2
Small R: m = 0.28232 hartree^2, D0 = 2.00293 hartree
Small R: delta/R^2 formula = 0.008727 hartree/bohr^2
Small R: delta/R^2 at 0.02 bohr = 0.008726 hartree/bohr^2
12 s functions on proton: energy = -0.4999978 hartree
12 s functions: largest ghost lowering, R from 0.5 to 6 bohr = 0.00000 millihartree
Largest quadrature difference = 1.7e-15 atomic units
Largest diagonalization difference = 1.2e-16 hartree
all assertions hold
```
